# Threshold Shift of a Cylindrical Charge-Trap Memory Cell

## Problem

A charge-trap memory cell has a cylindrical gate that surrounds its silicon channel. Electrons trapped between channel and gate raise the gate voltage needed to turn the channel on. From the axis outward the cell consists of:

- a silicon wire of radius 4 nm;
- a tunnel oxide out to $b=8$ nm;
- a silicon nitride layer out to $a=12$ nm;
- a blocking oxide of silicon dioxide out to the metal gate at $R=20$ nm.

The relative permittivities are 3.9 for the oxide and 7.5 for the nitride. The trapped electrons form a thin uniform sheet at $r=a$, with density $N=5\times10^{12}\ \mathrm{cm^{-2}}$ counted on the cylinder of radius $a$. Threshold is the gate voltage at which the channel holds a chosen small number of mobile electrons per unit length. This number is the same before and after trapping, and the drain bias is small.

(a) Show that, for a long cell, the threshold shift does not depend on the layers inside $r=a$. Derive the shift and evaluate it.

(b) Find the shift of a planar cell with the same areal density and the same blocking-oxide thickness. Explain the difference.

(c) Suppose the same trapped charge fills the nitride uniformly instead of lying at its outer edge. How much does the shift change?

(d) Suppose the charged region is only $L=30$ nm long. Estimate the effect, using uniform oxide everywhere inside a long gate and no mobile charge.

(e) Judge whether number fluctuations, oxide breakdown and loss of the trapped electrons matter for these dimensions.

## Solution

### (a) The cylindrical shift

Let $\phi(r)$ be the electrostatic potential, measured from a reference fixed by the source Fermi level. The outward field is $E=-d\phi/dr$, and $e>0$ is the elementary charge. The gate voltage is $V_G=\phi(R)+\text{constant}$. The constant contains the gate work function, which trapping leaves unchanged.

**The inner region.** In the silicon, with local carrier statistics and no doping, Poisson's equation reads

$$\frac1r\frac{d}{dr}\left(r\varepsilon_{\rm Si}\frac{d\phi}{dr}\right)=e\,[n(\phi)-p(\phi)].$$

The electron density $n$ rises with $\phi$ and the hole density $p$ falls, so the right side increases with $\phi$. The field vanishes on the axis by symmetry. Each value of $\phi(0)$ therefore gives one solution.

Compare two solutions with different $\phi(0)$, and let $u$ be their difference, positive on the axis. The difference of the two equations has a right side with the same sign as $u$. Hence $r\varepsilon_{\rm Si}\,du/dr$ starts at zero and grows, and $u$ stays positive. A higher axis potential thus means a higher potential throughout the wire and more electrons. It follows that the chosen electron content fixes $\phi(0)$, and with it the whole potential in the silicon.

The potential and the displacement field at the silicon surface are then also fixed. They determine the potential across the tunnel oxide and the nitride, up to $r=a$. All of this is the same before and after trapping:

$$\Delta\phi(r)=0\qquad (r\le a).$$

Here $\Delta$ means "after minus before" at equal channel charge. The inner permittivities and the carrier statistics affect the threshold voltage itself, but they cancel from its shift.

**The outer region.** Let $\lambda_{\rm in}$ be the net charge per unit length inside the sheet. Gauss's law for a cylinder of radius $r$ and unit length, with $a<r<R$, gives

$$2\pi r\,\varepsilon E_{\rm before}=\lambda_{\rm in},\qquad
2\pi r\,\varepsilon E_{\rm after}=\lambda_{\rm in}-2\pi a\,eN,$$

where $\varepsilon=3.9\,\varepsilon_0$. The sheet has area $2\pi a$ per unit length and carries negative charge, which gives the last term. Subtracting removes $\lambda_{\rm in}$:

$$\Delta E(r)=-\frac{eNa}{\varepsilon r}.$$

Since $\Delta\phi(a)=0$, the change at the gate is

$$\Delta V=\Delta\phi(R)=-\int_a^R\Delta E\,dr
=\frac{eNa}{\varepsilon}\int_a^R\frac{dr}{r},$$

$$\boxed{\Delta V=\frac{eNa}{\varepsilon}\ln\frac Ra.}$$

The shift is positive: the gate must supply extra positive charge, on which the field lines ending on the trapped electrons begin.

**Numbers.** Because $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$, the density is $N=0.05\ \mathrm{nm^{-2}}$. With $e/\varepsilon_0=18.095$ V nm,

$$\frac{eN}{\varepsilon}=\frac{18.095\times0.05}{3.9}=0.2320\ \mathrm{V/nm}.$$

The logarithm is $\ln(20/12)=0.5108$, so

$$\Delta V=0.2320\times12\times0.5108=1.42\ \mathrm V.$$

A numerical solution of Poisson's equation for the full layer stack, with mobile electrons and holes in the silicon, gives the same shift. For a channel content of $6.28\times10^4$ electrons per cm, the gate voltage rises from 0.429 V to 1.851 V. These two voltages assume a gate work function aligned with the middle of the silicon gap. Another work function would move both equally.

### (b) The planar shift

In a plane the field lines do not spread. The argument for the inner region is unchanged, and Gauss's law gives a constant field change $\Delta E=-eN/\varepsilon$ across the thickness $d=R-a=8$ nm. Therefore

$$\Delta V_{\rm plane}=\frac{eNd}{\varepsilon}=0.2320\times8=1.86\ \mathrm V.$$

To compare the two shapes, put $x=d/a$, so that $R/a=1+x$:

$$\frac{\Delta V}{\Delta V_{\rm plane}}=\frac{a\ln(1+x)}{d}=\frac{\ln(1+x)}{x}
=\frac1x\int_0^x\frac{dt}{1+t}<1 .$$

The integrand is below one for $t>0$, which proves the inequality. Physically, both field changes equal 2.32 MV/cm in magnitude at the sheet. The planar one keeps this value, while the cylindrical one falls as $1/r$ to 1.39 MV/cm at the gate. The voltage is the area under the field curve, so it is smaller in the cylinder. The curved oxide acts like a planar oxide of thickness $a\ln(R/a)=6.13$ nm.

For a thin oxide, $x\ll1$,

$$\frac{\ln(1+x)}{x}=1-\frac x2+\frac{x^2}{3}-\dots,$$

and the planar result returns. Here $x=2/3$ is not small. The first correction alone would give a ratio of 0.67, whereas the full expression gives 0.766. In the opposite limit, $R\to\infty$ at fixed $a$, the cylindrical shift still grows, but only logarithmically, and the ratio tends to zero.

The comparison holds $N$ fixed at the trapping surface. If the same figure for $N$ were counted on the gate surface instead, the cell would hold $R/a=5/3$ times as many electrons, and the cylindrical shift would be larger by that factor.

### (c) Charge spread through the nitride

Keep the total charge per unit length, $-2\pi a\,eN$, but distribute it uniformly over the volume between $b$ and $a$. The fraction enclosed within radius $r$ is the ratio of two annular areas:

$$f(r)=\frac{\pi(r^2-b^2)}{\pi(a^2-b^2)}=\frac{r^2-b^2}{a^2-b^2}.$$

For $r>a$ all the charge is enclosed, so the contribution of the blocking oxide remains 1.42 V. The nitride now also has a field change,

$$\Delta E(r)=-\frac{eNa}{\varepsilon_N r}f(r),\qquad \varepsilon_N=7.5\,\varepsilon_0,$$

which adds

$$\begin{aligned}
\delta V&=\frac{eNa}{\varepsilon_N(a^2-b^2)}\int_b^a\left(r-\frac{b^2}{r}\right)dr\\
&=\frac{eNa}{\varepsilon_N(a^2-b^2)}\left[\frac{a^2-b^2}{2}-b^2\ln\frac ab\right]\\
&=\frac{eNa}{\varepsilon_N}\left[\frac12-\frac{b^2}{a^2-b^2}\ln\frac ab\right].
\end{aligned}$$

The prefactor is $18.095\times0.05\times12/7.5=1.448$ V. In the bracket, $b^2/(a^2-b^2)=64/80=0.8$ and $\ln1.5=0.4055$. Hence

$$\delta V=1.448\,(0.5-0.8\times0.4055)=0.25\ \mathrm V.$$

The total becomes 1.68 V, which is 18% above the thin-sheet value. The sign is clear: charge that lies further from the gate acts across more dielectric. The position of the trapped charge must therefore be known before 1.42 V can be used as a prediction.

### (d) A short charged region

Let $u=-\Delta\phi$ be the amount by which the trapped electrons lower the potential when the gate voltage is held fixed. In uniform oxide, with a charged sheet for $|z|<L/2$,

$$-\nabla^2u=\frac{eN}{\varepsilon}\,\delta(r-a)\quad(|z|<L/2),\qquad u(R,z)=0,$$

and the source is zero for $|z|>L/2$. Functions that vanish at the gate can be expanded as

$$u(r,z)=\sum_m c_m(z)\,J_0(k_mr),\qquad k_m=\frac{x_m}{R},$$

where $x_m$ are the positive zeros of the Bessel function $J_0$. The radial part of $-\nabla^2$ multiplies each term by $k_m^2$. To isolate one term, multiply the equation by $rJ_0(k_mr)$ and integrate from 0 to $R$. Different terms are orthogonal, and the normalization is $\int_0^R rJ_0^2(k_mr)\,dr=R^2J_1^2(x_m)/2$. This gives

$$-c_m''+k_m^2c_m=s_m\ \ (|z|<L/2),\qquad
s_m=\frac{eN}{\varepsilon}\,\frac{2a\,J_0(k_ma)}{R^2J_1^2(x_m)}.$$

The solution is even in $z$ and decays far away:

$$c_m=\frac{s_m}{k_m^2}\,(1-A\cosh k_mz)\ \text{ inside},\qquad
c_m=B\,e^{-k_m(|z|-L/2)}\ \text{ outside}.$$

Write $q=k_mL/2$. Continuity of $c_m$ at $z=L/2$ requires $B=(s_m/k_m^2)(1-A\cosh q)$. Continuity of its slope requires $B=(s_m/k_m^2)A\sinh q$. Equating the two gives $A(\cosh q+\sinh q)=1$, or $A=e^{-q}$. At the centre, where $r=z=0$ and $J_0(0)=1$,

$$u(0,0)=\frac{eN}{\varepsilon}\sum_m\frac{2a\,J_0(x_ma/R)}{x_m^2J_1^2(x_m)}
\left(1-e^{-x_mL/2R}\right).$$

When $L\to\infty$ the exponential disappears. The sum must then equal the long-cell value $(eNa/\varepsilon)\ln(R/a)$, because both describe the same potential on the axis.

Raising the long gate by $u(0,0)$ raises the potential everywhere by that amount and restores the potential at the centre. This makes $u(0,0)$ a rough estimate of the threshold shift, with mobile charge left out. For $L=30$ nm the series gives 1.11 V, as does a direct two-dimensional finite-difference solution of the same problem. The reduction is 0.31 V, or 22% of the long-cell shift.

The slowest exponential has decay length $R/x_1=20/2.405=8.3$ nm. The centre is 15 nm from each end of the charge, less than two decay lengths, so the ends are still felt there. The long-cell formula needs $L/2$ to be several times $R/x_1$.

This estimate leaves out the silicon and nitride permittivities, the mobile electrons beside the charged region, and the gaps between neighbouring gates. The first two can be examined separately. With the actual layers but still no mobile charge, a two-dimensional solution gives about 1.02 V at the centre, a reduction of about 0.4 V, because the longest decay length grows from 8.3 to 9.9 nm. Mobile electrons act the other way. At the raised gate voltage they fill the channel beside the charged region and hold its potential down, so the neighbouring channel helps the centre less. With both the layers and the mobile carriers included, and the channel content of (a) required at the centre, the shift is about 1.18 V, a reduction of 0.24 V. Unlike the long-cell shift, this value depends on the chosen content: the reduction is about 0.30 V for a content 100 times smaller and about 0.20 V for one 10 times larger. The corrections in (c) and (d) have opposite signs, but they come from different models. Adding them would not give a reliable shift for a short cell with spread charge.

### (e) Fluctuations, fields and retention

**Number of electrons.** The sheet holds $2\pi aN=3.77$ electrons per nm, or 113 in 30 nm. Dividing the long-cell shift by this number gives about 13 mV per electron. If the number varies from cell to cell with Poisson statistics, its standard deviation is $\sqrt{113}$, and the shift varies by $1.42/\sqrt{113}=0.13$ V. This treats each electron as smeared over the sheet and ignores the effect of its position. The end effect in (d) would lower both figures by roughly 15 to 30%, depending on which of its models is used. A write operation that checks and corrects the threshold can reduce the variation.

**Oxide fields.** At threshold the largest blocking-oxide field is 2.32 MV/cm, well below a rough breakdown scale of 10 MV/cm. Writing is harsher. With the electrons in place and 8 V on the gate, the Poisson solution gives 5.8 MV/cm just outside the sheet and 10.4 MV/cm at the silicon surface. Before any electrons are trapped, the same bias gives about 13 MV/cm at the silicon surface. The surface fields are those on the oxide side. These values use Boltzmann statistics, although the channel is strongly degenerate at this bias; Fermi–Dirac statistics lower them by 1 to 2%, to about 5.7, 10.2 and 12.7 MV/cm. The tunnel oxide is thus at or above the breakdown scale, and a calculation with fixed trapped charge cannot describe the current or the wear.

**Thermal loss.** Take an emission rate $\nu e^{-E_t/k_BT}$, with a rough attempt rate $\nu=10^{13}\ \mathrm{s^{-1}}$ and trap depth $E_t$ below the nitride conduction band. A mean emission time $t$ requires

$$E_t=k_BT\ln(\nu t).$$

For ten years at 358 K this is about 1.5 eV. A mean time of ten years still means that 63% of the electrons leave within ten years; limiting the loss to 10% requires about 1.6 eV. Recapture of emitted electrons is neglected; it would ease the requirement. Lowering of the barrier by the field is also neglected and acts the other way. For a trap with a Coulomb potential, the nitride field at zero gate bias would raise the required depth by roughly 0.15 to 0.2 eV for the sheet, and by about 0.3 eV at the outer edge of charge spread as in (c).

**Tunnelling loss.** The semiclassical escape time is

$$\tau=\frac1\nu\exp\left[\frac2\hbar\int\sqrt{2m^*U(r)}\,dr\right],$$

where $U$ is the barrier height above the trap level. With the trap depth just found, a nitride-to-oxide band step of about 1 eV and $m^*=0.42$ electron masses, both rough values, $\tau$ is about $10^{18}$ s. This holds both towards the gate at threshold and towards the channel at zero gate bias. The zero-bias figure assumes that holes can gather in the wire; without them the tunnel oxide carries almost no field and the time towards the channel rises to about $10^{20}$ s. Ten years is about $3\times10^8$ s. For the sheet at $r=a$, thermal emission rather than direct tunnelling therefore sets the demand on the traps within this model. Charge spread through the nitride, as in (c), is less secure: for electrons within about 1 nm of the tunnel oxide, the same estimate gives escape to the channel in less than ten years.

### The model beside real cells

The dimensions are roughly those of a silicon-nanowire cell with an oxide–nitride–oxide stack, and the trapped density is of a usual order of magnitude. Vertical flash memory generally uses larger radii, of some tens of nanometres, and often a hollow polysilicon channel. For similar oxide thicknesses $x=d/a$ is then smaller, and the shift lies closer to the planar value. Real cells can depart from both geometrical assumptions: the charge may occupy part of the nitride thickness, and it covers a limited length of the channel. For the present dimensions the estimates in (c) and (d) change the shift by about $+0.25$ V and $-0.31$ V when each is taken alone; the second becomes about $-0.4$ V with the actual layer permittivities, and about $-0.24$ V when mobile carriers are included as well. A short gate between neighbouring gates needs a separate calculation, because (d) assumes a long gate. The value 1.42 V belongs to a long cell with a thin sheet of charge. The numerical output lists the main values used here.

## Computed results

```
Trapped density: 5.00e+12 cm^-2
Silicon radius: 4.0 nm
Tunnel-oxide outer radius: 8.0 nm
Trapped-sheet radius: 12.0 nm
Gate radius: 20.0 nm
Oxide relative permittivity: 3.9
Nitride relative permittivity: 7.5
e/eps0: 18.0951 V nm
Sheet field eN/eps: 0.2320 V/nm
ln(R/a): 0.5108
Effective thickness: 6.130 nm
Cylindrical shift, formula: 1.4221 V
Cylindrical shift, Poisson solver: 1.4221 V
Planar shift, formula: 1.8559 V
Planar shift, Poisson solver: 1.8559 V
Cylindrical/planar ratio: 0.7662
Channel electrons at threshold: 6.28e+04 cm^-1
Gate voltage before trapping: 0.429 V
Gate voltage after trapping: 1.851 V
Sheet field change at trap radius: 2.32 MV/cm
Sheet field change at gate: 1.39 MV/cm
Threshold field above sheet: 2.32 MV/cm
Extra shift, charge spread in nitride: 0.254 V
Total shift with spread charge: 1.676 V
Gate length: 30.0 nm
Finite-patch shift, series: 1.111 V
Finite-patch shift, 2D grid: 1.111 V
Finite-patch change: -0.311 V
Trapped electrons per length: 3.770 nm^-1
Trapped electrons in cell: 113.1
Mean shift per electron: 12.6 mV
Shift spread if number is Poisson: 0.134 V
Programming bias: 8.0 V
Programming field at silicon surface: 10.38 MV/cm
Programming field above sheet: 5.79 MV/cm
Zero-bias field at silicon surface: -1.49 MV/cm
Storage temperature: 358.15 K
Storage time: 10.0 years
Escape attempt rate: 1.0e+13 s^-1
Trap depth for that storage time: 1.53 eV
Nitride-to-oxide band step: 1.05 eV
Tunnelling mass / electron mass: 0.42
log10(escape time/s) to gate at threshold: 17.8
log10(escape time/s) to channel at zero bias: 18.3
```
